# Vacuum-polarization double logarithm in the radiative-recoil hyperfine splitting of muonium: verification in Python

```python
# Muonium 1S hyperfine splitting: lepton vacuum polarization in two-photon exchange.
# m, M: electron, muon mass; r=M/m; L=ln r; EF: Fermi energy (Dirac muon moment).
# Skeleton: dE/EF = (2a/pi) mM/(M^2-m^2) int dk/k [W(k/2M)-W(k/2m)], W = 2/x + u.
# Recoil:   -(3a/pi) mM/(M^2-m^2) L.  A loop multiplies the integrand by 2(a/pi) I(k).
# Under test: radiative recoil = (a/pi)^2 mM/(M^2-m^2) EF * B with
#   B_e  = -2L^2 - 8L/3 - 2 - 2pi^2/3 + 2L/r^2..., B_mu = pi^2/3 - 10/9 - 1.2L/r^2...
# after removing the nonrecoil part (3/4) a^2 EF M^2/(M^2-m^2).  Units hbar=c=1.
import numpy as np
from numpy import pi, log, exp, sqrt
from scipy.integrate import quad
from scipy.special import gamma as G
from scipy import constants as sc

nodes, wts = np.polynomial.legendre.leggauss(20)
def integ(f, a, b):  # composite Gauss-Legendre; f takes y = ln k
    e = np.linspace(a, b, int(np.ceil((b - a) / 0.5)) + 1)
    h = (e[1] - e[0]) / 2
    y = ((e[:-1] + h)[:, None] + h * nodes).ravel()
    return h * np.sum(np.tile(wts, len(e) - 1) * f(y))

def W(x):
    z = 1 / (sqrt(1 + x * x) + x)
    return 2 * z / x + z * z / 2
def u(x):  # W - 2/x in a form free of cancellation
    s = sqrt(1 + x * x); z = 1 / (s + x)
    return -2 * (z + 1) / (s + 1) + z * z / 2
vn, vw = np.polynomial.legendre.leggauss(30)
vn = (vn + 1) / 2; vw = vw / 2
def Ipol(k):  # k in units of the loop mass
    x = np.atleast_1d(np.asarray(k, float)) / 2
    out = np.empty_like(x); lo = x < 0.3
    a = x[lo][:, None] ** 2
    out[lo] = (vw * vn**2 * (1 - vn**2 / 3) * a / (1 + a * (1 - vn**2))).sum(axis=1)
    b = x[~lo]
    out[~lo] = (-5/3 + 1/b**2 + (2 - 1/b**2) * np.arcsinh(b) * sqrt(1 + b*b) / b) / 3
    return out

# ---- explicit Dirac algebra ----
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
g = np.zeros((4, 4, 4), complex)
g[0] = np.diag([1, 1, -1, -1])
for i in range(3):
    g[i + 1][:2, 2:] = sig[i]; g[i + 1][2:, :2] = -sig[i]
eta = np.array([1., -1, -1, -1])
dirs = np.vstack([np.eye(3), -np.eye(3)])  # exact angular average up to cubic order
trip = np.array([1, 0, 0, 0.]); sing = np.array([0, 1, -1, 0.]) / sqrt(2)
split = lambda A: trip @ A @ trip - sing @ A @ sing
def prop(p, mass):
    return (np.einsum('m,mab->ab', eta * p, g) + mass * np.eye(4)) / (p @ (eta * p) - mass**2)
def compton(k, mass):
    p = np.array([mass, 0, 0, 0], complex)
    d = np.einsum('mab,ncb->mnac', g @ prop(p + k, mass), g.transpose(0, 2, 1))
    c = np.einsum('nab,mcb->mnac', g @ prop(p - k, mass), g.transpose(0, 2, 1))
    return (d + c)[:, :, :2, :2]
ee = np.outer(eta, eta)[:, :, None, None]
def TT(k4, kv, m, M):
    A = 0
    for n in dirs:
        k = np.array([1j * k4, *(kv * n)])
        A = A + np.einsum('mnab,mncd->acbd', ee * compton(k, m), compton(-k, M)).reshape(4, 4)
    return split(A / 6)
def current(q, mass):
    sq = np.einsum('i,iab->ab', q, sig); E = sqrt(mass**2 + q @ q)
    uf = np.vstack([np.eye(2), sq / (E + mass)]) * sqrt((E + mass) / (2 * mass))
    return np.array([(uf.conj().T @ g[0] @ g[mu])[:, :2] for mu in range(4)])
m0, M0, q0 = 1.0, 7.0, 1e-3
V = sum(np.einsum('m,mab,mcd->acbd', eta, current(q0*n, m0), current(-q0*n, M0)).reshape(4, 4)
        for n in dirs) / 6
EF_dirac = (-4 * pi * split(V) / q0**2).real  # EF/(alpha |psi(0)|^2)
assert abs(EF_dirac / (8 * pi / (3 * m0 * M0)) - 1) < 1e-5
for k4, kv in [(0.3, 1.1), (2.0, 0.4), (-5.0, 9.0)]:
    k2 = k4**2 + kv**2
    ref = -32/3 * k2**2 * (2*k2 + k4**2) / ((k2**2 + 4*m0**2*k4**2) * (k2**2 + 4*M0**2*k4**2))
    assert abs(TT(k4, kv, m0, M0) - ref) < 1e-10 * abs(ref)
def density_dirac(k):  # d(dE/EF)/dk per alpha, from the amplitude
    pts = sorted({pi/2} | {pi/2 + s * min(c * k, 1.2) for s in (-1, 1) for c in (0.07, 0.5, 4)})
    f = lambda t: np.sin(t)**2 * TT(k * np.cos(t), k * np.sin(t), m0, M0).real
    ang = quad(f, 0, pi, points=pts, epsrel=1e-8, epsabs=0, limit=200)[0]
    return -0.5 * (4*pi)**2 / (2*pi)**4 * 4 * pi * ang / k / EF_dirac
dens = {k: density_dirac(k) for k in (0.02, 0.6, 3.0, 20.0)}
for k, d in dens.items():
    closed = 2/pi * m0*M0 / (M0**2 - m0**2) * (W(k/(2*M0)) - W(k/(2*m0))) / k
    assert abs(d / closed - 1) < 1e-5
# infrared term against the Schroedinger wave function with moment form factor 1/(1+k^2)
cIR = dens[0.02] * 0.02**2; mr0 = m0 * M0 / (m0 + M0); a_small = 1e-4
shift_psi = quad(lambda R: R * exp(-R) * np.expm1(-2 * a_small * mr0 * R), 0, 60)[0]
shift_ker = a_small * cIR * quad(lambda k: -1 / (1 + k * k), 0, np.inf)[0]
assert abs(shift_ker / shift_psi - 1) < 1e-3
print(f"test m=1,M=7: IR coefficient {cIR:.5f}, 8 m_r/pi {8*mr0/pi:.5f}")

# ---- recoil logarithm (m = 1 from here on) ----
for r in (3.0, 206.0, 1e5):
    fr = integ(lambda y: u(exp(y)/(2*r)) - u(exp(y)/2), -40, log(r) + 42)
    assert abs(fr + 1.5 * log(r)) < 1e-10
plateau = u(1e4 / 2e8) - u(1e4 / 2)
assert abs(plateau + 1.5) < 1e-3
print(f"plateau at k=sqrt(mM), r=1e8: {plateau:.5f}")

# ---- polarization function ----
for k in (0.1, 0.59, 0.61, 3.0, 40.0):
    d = quad(lambda y: 2*y*(1-y)*np.log1p(y*(1-y)*k*k), 0, 1, epsabs=1e-14, epsrel=1e-12)[0]
    assert abs(Ipol(k)[0] / d - 1) < 1e-9
d = quad(lambda y: 4*y*(1-y)*np.log1p(y*(1-y)*1e6), 0, 0.5, points=[1e-6, 1e-4, 1e-2], epsabs=1e-12)[0]
assert abs(d - (2/3 * log(1e3) - 5/9) - 2e-6) < 1e-8
nonrec = integ(lambda y: Ipol(exp(y)) * exp(-y), -40, 42)
assert abs(nonrec - 3 * pi**2 / 64) < 1e-11
print(f"m*int I dk/k^2 = {nonrec:.6f}; nonrecoil coefficient of alpha^2 EF {16*nonrec/pi**2:.6f}")

# ---- Mellin transforms and residues ----
U = lambda s: -3*(1+s)*G(s)*G(1-s/2) / ((2+s)*(1-s)*G(1+s/2))
P = lambda s: pi*(2+s)*G(s/2)**2 / (8*np.sin(pi*s/2)*G(s)*(1+s)*(3+s))
for s in (0.4, 0.6):
    assert abs(integ(lambda y: exp(s*y) * u(exp(y)/2), -80, 80) - U(s)) < 1e-9
for s in (0.7, 1.3):
    assert abs(integ(lambda y: exp(-s*y) * Ipol(exp(y)), -50, 50) - P(s)) < 1e-9
circ = 0.4 * exp(2j * pi * (np.arange(96) + 0.5) / 96)
laurent = lambda F, n: np.mean(F * circ**(-n)).real
for n, c in [(-1, -1.5), (0, -2.25), (1, -1.5 * (1.25 + pi**2/12))]:
    assert abs(laurent(U(circ), n) - c) < 1e-10
for n, c in [(-2, 2/3), (-1, -5/9), (0, 14/27)]:
    assert abs(laurent(P(circ), n) - c) < 1e-10
c2, c1, c0 = [4 * laurent(P(circ) * U(circ), n) * f for n, f in [(-3, .5), (-2, 1), (-1, 1)]]
assert abs(c2 + 2) + abs(c1 + 8/3) + abs(c0 + 28/9 + pi**2/3) < 1e-9
print(f"pole at s=0: L^2 {c2:.6f}, L {c1:.6f}, const {c0:.6f}")

# ---- exact brackets ----
X4 = 4 * integ(lambda y: W(exp(y)/2) * Ipol(exp(y)), -40, 25)
assert abs(X4 - (pi**2/3 - 10/9)) < 1e-11
print(f"4X = {X4:.6f}; electron-loop constant {c0 - X4:.6f}")
def Be(L, a=-40.0, b=None):
    b = L + 42 if b is None else b
    return 4 * integ(lambda y: (u(exp(y - L)/2) - W(exp(y)/2)) * Ipol(exp(y)), a, b)
def Bmu(L):
    return 4 * integ(lambda y: (W(exp(y - L)/2) - W(exp(y)/2)) * Ipol(exp(y - L)), -40, L + 25)
asym_e = lambda L: -2*L*L - 8*L/3 - 2 - 2*pi**2/3
asym_mu = pi**2/3 - 10/9
second = lambda F: F(17.0) - 2 * F(16.0) + F(15.0)
inside = second(lambda L: Be(L, 0.0, L)) / 2
outside = second(lambda L: Be(L, -40.0, 0.0) + Be(L, L, L + 42)) / 2
assert abs(inside + 2) < 1e-3 and abs(outside) < 1e-3
assert abs(Bmu(16.0) - Bmu(10.0)) < 1e-6
print(f"L^2 coefficient from m<k<M {inside:.5f}, from outside {outside:.5f}")
La, Lb = log(300.), log(3000.)
slope = lambda F: (F(Lb) * exp(2*Lb) - F(La) * exp(2*La)) / (Lb - La)
se = slope(lambda L: Be(L) - asym_e(L)); sm = slope(lambda L: Bmu(L) - asym_mu)
assert abs(se - 2) < 0.05 and abs(sm + 1.2) < 0.05  # O(1/r) leftovers at r=300
print(f"remainder coefficient of L/r^2: electron {se:.3f}, muon {sm:.3f}")

# ---- muonium ----
al = sc.fine_structure
r = sc.physical_constants['muon-electron mass ratio'][0]; L = log(r)
Ry = sc.physical_constants['Rydberg constant times c in Hz'][0]
EF = 16/3 * al**2 * Ry / r / (1 + 1/r)**3 / 1e3
mec2 = sc.m_e * sc.c**2 / sc.h / 1e3
assert abs(EF / (8/3 * al**4 * mec2 / r / (1 + 1/r)**3) - 1) < 1e-8
pref = r / (r*r - 1); unit = (al/pi)**2 * pref * EF
full = 4 * integ(lambda y: (W(exp(y - L)/2) - W(exp(y)/2)) * Ipol(exp(y)), -40, L + 25)
be, bm = Be(L), Bmu(L)
assert abs(full - 0.75 * pi**2 * r - asym_e(L)) < 1e-3 and abs(be - asym_e(L)) < 1e-3
run = integ(lambda y: -3 * (4/3) * y, 0, L)
print(f"1/alpha = {1/al:.6f}")
print(f"M/m = {r:.6f}, L = {L:.6f}, L^2 = {L*L:.5f}")
print(f"mM/(M^2-m^2) = {pref:.6e}, m/M = {1/r:.6e}")
print(f"EF = {EF:.2f} kHz = {EF/1e3:.4f} MHz")
print(f"recoil -(3a/pi) mM/(M^2-m^2) L EF = {-3*al/pi*pref*L*EF:.3f} kHz")
print(f"(4a/3pi) L = {4*al*L/(3*pi):.6f}; 2(a/pi) I(M) = {2*al/pi*Ipol(r)[0]:.6f}")
print(f"(a/pi)^2 (m/M) EF = {(al/pi)**2*EF/r:.6f} kHz")
print(f"(a/pi)^2 mM/(M^2-m^2) EF = {unit:.6f} kHz")
print(f"nonrecoil (3/4)a^2 EF M^2/(M^2-m^2) = {16*nonrec*r*unit:.3f} kHz")
print(f"running-coupling integral {run:.4f} -> {run*unit:.4f} kHz")
print(f"double log {c2*L*L:.4f} -> {c2*L*L*unit:.4f} kHz")
print(f"single log {c1*L:.4f} -> {c1*L*unit:.4f} kHz")
print(f"electron constant {c0-X4:.4f} -> {(c0-X4)*unit:.4f} kHz")
print(f"electron loop asymptotic {asym_e(L):.5f} -> {asym_e(L)*unit:.4f} kHz")
print(f"electron loop exact {be:.5f} -> {be*unit:.4f} kHz")
print(f"muon loop asymptotic {asym_mu:.5f}, exact {bm:.5f} -> {bm*unit:.4f} kHz")
print(f"both loops exact {be+bm:.5f} -> {(be+bm)*unit:.4f} kHz")
print(f"double log / electron loop = {c2*L*L/be:.4f}")
print(f"double log = {c2*L*L*unit*1e3*sc.h/sc.e:.4e} eV = {c2*L*L*unit/EF*1e6:.4f} ppm of EF")
print("verified")
```

Printed output:

```
test m=1,M=7: IR coefficient 2.22817, 8 m_r/pi 2.22817
plateau at k=sqrt(mM), r=1e8: -1.49960
m*int I dk/k^2 = 0.462638; nonrecoil coefficient of alpha^2 EF 0.750000
pole at s=0: L^2 -2.000000, L -2.666667, const -6.400979
4X = 2.178757; electron-loop constant -8.579736
L^2 coefficient from m<k<M -2.00000, from outside -0.00000
remainder coefficient of L/r^2: electron 1.997, muon -1.200
1/alpha = 137.035999
M/m = 206.768283, L = 5.331599, L^2 = 28.42595
mM/(M^2-m^2) = 4.836445e-03, m/M = 4.836332e-03
EF = 4453838.99 kHz = 4453.8390 MHz
recoil -(3a/pi) mM/(M^2-m^2) L EF = -800.304 kHz
(4a/3pi) L = 0.016512; 2(a/pi) I(M) = 0.013932
(a/pi)^2 (m/M) EF = 0.116220 kHz
(a/pi)^2 mM/(M^2-m^2) EF = 0.116223 kHz
nonrecoil (3/4)a^2 EF M^2/(M^2-m^2) = 177.884 kHz
running-coupling integral -56.8519 -> -6.6075 kHz
double log -56.8519 -> -6.6075 kHz
single log -14.2176 -> -1.6524 kHz
electron constant -8.5797 -> -0.9972 kHz
electron loop asymptotic -79.64922 -> -9.2571 kHz
electron loop exact -79.64898 -> -9.2570 kHz
muon loop asymptotic 2.17876, exact 2.17856 -> 0.2532 kHz
both loops exact -77.47042 -> -9.0038 kHz
double log / electron loop = 0.7138
double log = -2.7326e-11 eV = -1.4835 ppm of EF
verified
```
